# Complex bands of an overlapping-orbital chain and its spurious decay divergence

## Question

I want to estimate how far the tail of a metal state reaches into the gap of an ionic insulator. My model of the insulator is a chain with one s-like orbital per site, spacing $a=0.40$ nm, and nearest neighbours only. The on-site energy is $e_0=-1.5287$ eV, the neighbour Hamiltonian element is $h=-0.6752$ eV, and the neighbour overlap is $s=0.2873$.

If I fix the amplitude on the first site and solve for the rest, the tail behaves strangely. Around $-2.35$ eV, roughly half an electronvolt below the band, the amplitude vanishes after a single site. Further down it comes back with alternating sign. With $s=0$ I see nothing of the kind.

How do I solve this chain for complex wavevectors, where does the decay constant blow up, and is the blow-up physics or a fault of the model?

## Answer

It is a fault of the model. To see this, first solve the chain, then solve the continuous potential for which it is an approximation.

### The complex wavevectors

Write $\psi(x)=\sum_n c_n\varphi(x-na)$ with real orbitals. Let $H_{nn}=e_0$, $H_{n,n\pm1}=h$, $S_{nn}=1$, $S_{n,n\pm1}=s$, and let all other elements vanish. Projecting $(H-E)\psi=0$ on orbital $n$ gives

$$(e_0-E)c_n+(h-Es)(c_{n+1}+c_{n-1})=0 .$$

The overlap matrix has eigenvalues $1+2s\cos ka$, so it is positive definite for $|s|<1/2$. I take $0<s<1/2$. A negative $s$ adds nothing new: reversing the sign of every second orbital reverses both $h$ and $s$ and shifts $k$ by $\pi/a$.

The coefficients of the equation do not depend on $n$, so try $c_n=\lambda^n$ with $\lambda=e^{ika}$. Dividing by $\lambda^n$ and, for $E\neq h/s$, by $h-Es$ gives

$$\lambda+\frac1\lambda=2X,\qquad \cos ka=X(E)=\frac{E-e_0}{2(h-Es)} .$$

The two roots have product 1. If $|X|\le1$ they lie on the unit circle and $k$ is real. If $|X|>1$ they are real and reciprocal, and the one that decays to the right is

$$\lambda=\mathrm{sgn}(X)\,e^{-\kappa a},\qquad \cosh\kappa a=|X| .$$

Thus $k=i\kappa$ for $X>1$ and $k=\pi/a+i\kappa$ for $X<-1$; the latter makes the coefficients alternate. Here $\kappa$ is the decay constant of the amplitude. The density decays with $2\kappa$.

### Where the decay constant diverges

The denominator of $X$ vanishes at

$$E^*=\frac hs .$$

The numerator there is $E^*-e_0=D/s$, with $D=h-e_0s$. If $D\neq0$, then $|X|\to\infty$ and $\kappa\to\infty$. For your numbers,

$$D=-0.6752+1.5287\times0.2873=-0.236\ \text{eV},\qquad E^*=\frac{-0.6752}{0.2873}=-2.350\ \text{eV}.$$

The $h$ in this ratio is the raw matrix element, on the same energy zero as $E$. Adding a constant $C$ to the potential changes $e_0$ to $e_0+C$ and $h$ to $h+Cs$, so $E^*$ moves by $C$, as an energy should. The combination $D$ does not change. If you are given $D$ as "the hopping", the divergence lies at $e_0+D/s$.

To locate $E^*$ relative to the band, solve $\cos ka=X$ for the energy:

$$E(k)=\frac{e_0+2h\cos ka}{1+2s\cos ka}.$$

Subtract $h/s$ and use a common denominator:

$$E(k)-E^*=\frac{s e_0+2hs\cos ka-h-2hs\cos ka}{s(1+2s\cos ka)}=-\frac{D}{s(1+2s\cos ka)} .$$

For real $k$ the denominator is positive, so the right side never vanishes and keeps one sign: $E^*$ lies outside the band. With your negative $D$ it lies below, where the model band runs from $-1.828$ to $-0.419$ eV.

The same identity gives the form of the divergence. Put $d=E-E^*$ and replace $\cos ka$ by $X$:

$$1+2sX=-\frac{D}{sd}\quad\Rightarrow\quad X=-\frac1{2s}\left(1+\frac{D}{sd}\right).$$

When $|d|\ll|D|/s$, the 1 in the bracket is negligible and $|X|\simeq|D|/(2s^2|d|)$. If $|X|$ is also large, $\cosh\kappa a\simeq e^{\kappa a}/2$, and

$$\kappa a\simeq\ln\frac{|D|}{s^2|d|} .$$

The divergence is logarithmic. At $d=10^{-4}$ eV the formula gives $\kappa a=\ln(0.236/(0.2873^2\times10^{-4}))\simeq10.26$, so $\kappa\simeq25.7$ nm$^{-1}$.

Three other cases follow:

- **At $E=E^*$** the coupling $h-Es$ is zero and each undriven row reads $(e_0-E^*)c_n=0$. Every $c_n$ beyond the driven site vanishes. This is your one-site tail.
- **Far from the band**, $|d|\to\infty$ gives $X\to-1/(2s)$. Hence $\kappa\to\mathrm{arccosh}(1/2s)/a=2.88$ nm$^{-1}$, a finite limit.
- **Without overlap**, $|X|=|E-e_0|/(2|h|)$ is finite at every finite energy. As $s\to0$ at fixed nonzero $D$, $E^*$ moves away to infinity.

If $D=0$, the band is flat at $e_0$ and $X=-1/(2s)$ at all other energies, so there is no divergence.

### What a continuous potential does

In a bounded periodic potential $V(x)$, the Schrödinger equation carries $(\psi,\psi')$ across one cell by a $2\times2$ matrix $M(E)$. Its entries are values of solutions of a regular differential equation, so they are finite at every finite $E$. Its determinant is 1, because the Wronskian is constant. Its eigenvalues therefore obey $\lambda+1/\lambda=\mathrm{tr}\,M(E)$ with a finite right side, and $\kappa$ is finite. No energy exists at which the tail is cut off.

For a comparison in numbers, use a potential that produces your parameters. Take attractive delta wells,

$$V(x)=-\frac{\hbar^2g}{m}\sum_n\delta(x-na),$$

with $g=6.25$ nm$^{-1}$, so $ga=2.5$. Integrating the Schrödinger equation across a well gives a slope jump $\Delta\psi'=-2g\psi$. One isolated well then binds $\varphi=\sqrt g\,e^{-g|x|}$ at energy $-u/2$, where $u=\hbar^2g^2/m=2.977$ eV.

The overlap of orbitals $m$ sites apart has two parts. Between the centres the product is constant, $g e^{-mga}$, over a length $ma$. Each outer side adds $g\int_0^\infty e^{-g(2y+ma)}dy=e^{-mga}/2$. Therefore

$$s_m=(1+mga)e^{-mga}.$$

For the Hamiltonian element, the well at site $m$ together with the kinetic energy gives $-u/2$ acting on $\varphi_m$. The other wells remain:

$$h_m=-\frac u2s_m-u\sum_{j\ne m}e^{-ga(|j|+|j-m|)} .$$

The wells $j=0,\dots,m-1$ contribute $m$ equal terms $e^{-mga}$. The wells outside the pair contribute $2e^{-mga}\sum_{p\ge1}e^{-2pga}=e^{-mga}(\coth ga-1)$. Thus

$$h_m=-u\left[\frac{s_m}{2}+e^{-mga}(m-1+\coth ga)\right].$$

The cases $m=0$ and $m=1$ reproduce your $e_0$, $h$ and $s$. The single choice of $ga$, with the given spacing, yields all three numbers; the energy zero is the flat potential between the wells.

The continuous chain can be solved without orbitals. For $E<0$ let $q=\sqrt{2m|E|}/\hbar$, with $m$ again the electron mass. Crossing the flat region and then a well gives

$$M=\begin{pmatrix}1&0\\-2g&1\end{pmatrix}\begin{pmatrix}\cosh qa&\sinh(qa)/q\\ q\sinh qa&\cosh qa\end{pmatrix}.$$

Half its trace is $\cos ka$:

$$\cos ka=\cosh qa-\frac gq\sinh qa .$$

To see what happens below the band, subtract 1 and use the half-angle formulas:

$$\cos ka-1=2\sinh\frac{qa}2\left[\sinh\frac{qa}2-\frac gq\cosh\frac{qa}2\right].$$

This is positive when $q\tanh(qa/2)>g$. The left side grows with $q$, so the condition holds at all energies below the band bottom, where it becomes an equality. There $k=i\kappa$, and $\cosh\kappa a<\cosh qa$ gives the bound $\kappa<q$. The tail has no sign alternation and no divergence.

### Reading the numbers

The exact band of the delta wells runs from $-1.891$ to $-0.751$ eV, so $E^*$ lies 0.46 eV below its bottom. The decay constants, in nm$^{-1}$, are:

| $E$ (eV) | your chain | exact wells |
|---|---|---|
| −2.000 | 3.74 | 1.88 |
| −2.200 | 6.85 | 3.14 |
| $E^*+10^{-4}$ | 25.65 | 3.81 |
| −2.400 | 10.28 | 4.00 |
| −2.700 | 6.12 | 5.00 |
| −4.000 | 4.03 | 7.89 |
| −5.891 | 3.49 | 10.69 |

At $E^*$ the exact value is 3.81 nm$^{-1}$, an amplitude decay length of 0.26 nm. The bound $q$ is 7.85 nm$^{-1}$ there.

The damage is not confined to the peak. At $-2.0$ eV your $\kappa$ is already twice the exact one. Below $E^*$ it falls with depth while the exact value rises, so the curves cross between $-2.7$ and $-4.0$ eV; agreement at the crossing says nothing about accuracy. At $-5.89$ eV, which is 4 eV below the exact band, your chain gives a tail about three times too long.

### Why the orbital model fails

There are two separate points: what an infinite $\kappa$ means for the wavefunction, and which approximation creates it.

**The wavefunction.** A complex Bloch function would be $\sum_n\lambda^n\varphi(x-na)$ over all $n$. Towards $n\to-\infty$ the coefficient grows as $e^{\kappa a|n|}$, while the orbital's value at fixed $x$ falls as $e^{-ga|n|}$. The sum converges only for $\kappa<g$. Beyond that, your decay constant belongs to a list of coefficients and to no Bloch function.

A contact supplies a half chain, $n\ge0$, whose sum does converge. At a point $x$ between sites $N$ and $N+1$, the orbitals to the left contribute, up to a constant factor,

$$\sum_{n=0}^{N}\lambda^ne^{-g(x-na)}=e^{-gx}\,\frac{1-(\lambda e^{ga})^{N+1}}{1-\lambda e^{ga}} .$$

The orbitals to the right contribute a term proportional to $\lambda^{N+1}$. If $\kappa>g$, then $|\lambda|e^{ga}<1$ and the far tail is proportional to $e^{-gx}$: it is the tail of the first orbitals. If $\kappa<g$, the power $(\lambda e^{ga})^{N+1}$ dominates and the tail follows $\kappa$.

I solved a 60-site chain driven at its first site and measured the decay of $\psi(x)$ between $x=20.5a$ and $21.5a$. At $-2.3003$ eV the coefficients decay at 9.96 nm$^{-1}$ but the wavefunction at 6.25 nm$^{-1}$, which is $g$. At $-2.020$ eV both decay at 4.01 nm$^{-1}$. Setting $|X|=\cosh ga$ gives the edges of the window in which $\kappa>g$: $-2.676$ and $-2.169$ eV. So even within your model the real-space tail is not infinitely short. Its rate $g$ is still wrong, since the exact rate at $E^*$ is 3.81 nm$^{-1}$.

**The truncation.** With every neighbour of the same orbital retained, the band is

$$E(k)=\frac{e_0+2\sum_{m\ge1}h_m\cos mka}{1+2\sum_{m\ge1}s_m\cos mka}.$$

Continued to $k=i\kappa$ with $\kappa<g$, it reaches $E^*$ at $\kappa=4.52$ nm$^{-1}$. That is finite, and 19% above the exact value. The divergence therefore comes from dropping the farther neighbours. The remaining 19% comes from using one rigid orbital per site, the only approximation left; adding a second orbital $e^{-\beta|x|}$ with $\beta=9$ nm$^{-1}$ on each site, again with all neighbours, gives 3.81 nm$^{-1}$. The all-neighbour continuation also has a limited reach. As $\kappa\to g$ the distant terms dominate both sums, and $E$ tends to the large-$m$ limit of $h_m/s_m$, which is $-u(1/2+1/ga)=-2.68$ eV. This branch goes no deeper, so it supplies no decay constant at $-2.7$ eV or below.

The second-neighbour overlap, 0.0404, looks negligible beside 0.2873. But a decaying state weights it by $\cosh2\kappa a$. At the exact $\kappa a=3.807\times0.40=1.52$, the first-neighbour term of the denominator is $2\times0.2873\cosh1.52\simeq1.4$ and the second-neighbour term is $2\times0.0404\cosh3.05\simeq0.85$. At $k=0$ they are 0.57 and 0.08. A truncation that does little harm at the band bottom can thus fail in the gap.

Adding just the second neighbours does not cure the problem in principle. At $E=h_1/s_1$ the equation becomes $e_0-E+2(h_2-Es_2)\cos2ka=0$, which has finite solutions if $h_2\neq Es_2$. But there are now two pairs $\lambda,1/\lambda$, and one pair diverges where the outermost coupling $h_2-Es_2$ vanishes. The other pair can stay finite there. For these wells $h_2/s_2=-2.487$ eV, and the finite pair has alternating sign and $\kappa=7.98$ nm$^{-1}$. That is above $g$, so it again describes only the coefficients; the exact value there is 4.32 nm$^{-1}$.

### Set beside a real insulator

The spacing resembles the cation-cation distance in NaCl(s), whose gap is roughly 8.5 eV; with that gap, $E^*$ falls in its upper part. The delta wells are only a one-dimensional stand-in for the conduction band. Their exact width of 1.1 eV is well below the several eV of the real band, and their band-bottom mass of 1.25 electron masses is high; about half an electron mass is a rough typical value. Near a band edge $\kappa\propto\sqrt{\text{mass}}$ at fixed depth, so the lighter mass would lower 3.8 to about 2.4 nm$^{-1}$.

The wells also have no valence band. The simplest two-band estimate, with equal masses at both edges, multiplies the parabolic $\kappa$ by $\sqrt{1-\text{depth}/\text{gap}}$. The factor is 0.97 at $E^*$ but 0.73 at a contact level assumed 4 eV below the band, where the parabolic $\kappa$ for the chain's mass would fall from about 11 to about 8 nm$^{-1}$. Motion along the interface acts the other way: for a potential depending on $x$ alone, a transverse wavevector of 5 nm$^{-1}$ raises the exact $\kappa$ at $E^*$ from 3.8 to 6.5 nm$^{-1}$.

Lattice polarization may shift the band edge by about 0.2 eV. This is a weak-coupling estimate, the coupling times a phonon energy of 0.03 eV, with a coupling of about 6 for the chain's mass; half an electron mass would give about 0.1 eV. At such couplings it gives only the scale, but that scale is not negligible beside a depth of 0.46 eV. A field of 1 MV/cm across one decay length and the thermal energy at 300 K each amount to about 0.026 eV. These effects change the size of the tail; none of them makes the divergence at $h/s$ physical.

For your contact, compute $h/s$ first and see whether it lies near the energies you need. Then enlarge the orbital set, each time with enough neighbours, until the slowest $\kappa$ changes with neither. Neighbours alone are not enough: at $E^*$ they lead to 4.52 instead of 3.81 nm$^{-1}$. Nor is a settled value reliable if it lies close to the decay constant of the most extended orbital, because it may then reflect that orbital's tail and not the decay of the state. The condition $\kappa<g$ is necessary for a complex Bloch function of these orbitals, but it does not certify the value: at $-2.0$ eV your chain satisfies it and is still wrong by a factor of two. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
spacing a = 0.40 nm
orbital decay g = 6.25 1/nm, g a = 2.5
energy scale u = 2.9765 eV
on-site e0 = -1.5287 eV
hopping h = -0.6752 eV
overlap s = 0.2873
D = h - e0 s = -0.2360 eV
E* = h/s = -2.3503 eV
model band = -1.8285 to -0.4189 eV
exact band = -1.8906 to -0.7511 eV
E* below exact band bottom by 0.4597 eV
E (eV), X, kappa model (1/nm), kappa exact (1/nm):
  -2.0000 2.342 3.738 1.883
  -2.2000 7.776 6.850 3.140
  -2.3000 26.712 9.945 3.599
  -2.3403 141.247 14.109 3.767
  -2.3502 14296.973 25.652 3.807
  -2.3504 -14300.454 25.653 3.808
  -2.3603 -144.727 14.170 3.847
  -2.4000 -30.484 10.275 4.002
  -2.7000 -5.829 6.121 5.002
  -4.0000 -2.607 4.031 7.891
  -5.8906 -2.144 3.491 10.688
exact kappa at E* = 3.807 1/nm
exact amplitude decay length at E* = 0.263 nm
q at E* (upper bound) = 7.854 1/nm
all-neighbour kappa at E* = 4.517 1/nm
model kappa limit, |E| to infinity = 2.880 1/nm
kappa model > g from -2.6758 to -2.1686 eV
E = -2.3003 eV: coefficients 9.958 1/nm
  real-space tail 6.250 1/nm
E = -2.0200 eV: coefficients 4.012 1/nm
  real-space tail 4.012 1/nm
second-neighbour overlap = 0.0404
rough gap = 8.5 eV
two-band factor on kappa at E* = 0.973
two-band factor 4 eV below band = 0.728
exact-chain band-bottom mass = 1.247 m_e
rough eps_inf, eps_static = 2.3, 5.9
rough phonon energy = 0.03 eV
polaron coupling = 6.31, shift = 0.189 eV
transverse k = 5.0 1/nm: exact kappa 6.523 1/nm
field 1.0 MV/cm: drop over 1/kappa 0.0263 eV
thermal energy at 300 K = 0.0259 eV
```
